# Crossing conductivity curves do not establish a quantum metal-insulator transition: a program that tests the result

```python
# Result under test: classical transport through an uneven monolayer, with a
# mobility that falls on heating, makes conductivity curves cross and nearly
# collapse without any quantum critical point.
# Symbols: n mean density (cm^-2), T temperature (K), D density of states
# (1/(eV cm^2)), C charge response of the relief (1/(eV cm^2)), u bare
# half-relief (eV), zeta local Fermi energy above the local band edge (eV),
# n_A and n_B patch densities, R = sqrt(n_A n_B)/n, n_p classical threshold.
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

k_eV = sc.k / sc.e
mass_ratio, degeneracy = 0.5, 4
permittivity, patch_nm, u = 12.0, 30.0, 0.08
mu_imp, mu_ph300 = 450.0, 300.0
gate_nm = 100.0
mass = mass_ratio * sc.m_e
D = degeneracy * mass / (2 * np.pi * sc.hbar**2) * sc.e * 1e-4
q = np.sqrt(2) * np.pi / (patch_nm * 1e-9)
C = 2 * permittivity * sc.epsilon_0 * q / sc.e * 1e-4
n_p = u / (1 / D + 1 / C)


def zeta(n, T):
    y = n / (D * k_eV * T)
    return k_eV * T * (y + np.log(-np.expm1(-y)))


def patch_densities(n, T):
    def imbalance(log_b):
        b = np.exp(log_b)
        a = 2 * n - b
        return zeta(a, T) - zeta(b, T) + (a - b) / C - 2 * u
    low = np.log(n) - 2 * u / (k_eV * T) - 5
    b = np.exp(brentq(imbalance, low, np.log(n), xtol=1e-13))
    return 2 * n - b, b


def mobility(T, local_n=None, power=0.0):
    factor = 1.0 if local_n is None else (local_n / n_p)**power
    return 1 / (1 / (mu_imp * factor) + T / (300 * mu_ph300))


def evenness(n, T):
    a, b = patch_densities(n, T)
    return np.sqrt(a * b) / n


def conductivity(n, T, power=0.0):
    a, b = patch_densities(n, T)
    return sc.e * np.sqrt(a * mobility(T, a, power) * b * mobility(T, b, power))


def crossing(T1, T2, power=0.0):
    def log_ratio(n):
        return np.log(conductivity(n, T2, power) / conductivity(n, T1, power))
    return brentq(log_ratio, 0.2 * n_p, 5 * n_p, xtol=1e4)


def network_conductivity(gx, gy):
    # Periodic Kirchhoff network under a unit mean field along x.
    size = gx.shape[0]
    index = np.arange(size * size).reshape(size, size)
    right, up = np.roll(index, -1, 0), np.roll(index, -1, 1)
    i = np.concatenate([index.ravel(), index.ravel()])
    j = np.concatenate([right.ravel(), up.ravel()])
    g = np.concatenate([gx.ravel(), gy.ravel()])
    lap = coo_matrix((np.concatenate([g, g, -g, -g]),
                      (np.concatenate([i, j, i, j]),
                       np.concatenate([i, j, j, i])))).tocsc()
    source = (gx - np.roll(gx, 1, 0)).ravel()
    phi = np.zeros(size * size)
    phi[1:] = spsolve(lap[1:, 1:], source[1:], permc_spec="MMD_AT_PLUS_A")
    phi = phi.reshape(size, size)
    dx = 1 + np.roll(phi, -1, 0) - phi
    dy = np.roll(phi, -1, 1) - phi
    return np.sum(gx * dx**2 + gy * dy**2) / size**2


def series_links(s):
    sx, sy = np.roll(s, -1, 0), np.roll(s, -1, 1)
    return 2 * s * sx / (s + sx), 2 * s * sy / (s + sy)


# Local filling against the Fermi integral.
for n_test, T_test in [(3e11, 300), (2e12, 100), (8e12, 60)]:
    kT, z = k_eV * T_test, zeta(n_test, T_test)
    integral = quad(lambda x: 1 / (1 + np.exp(x - z / kT)), 0, 80)[0]
    assert abs(D * kT * integral / n_test - 1) < 1e-6

# Charge response against the Coulomb integral at a crest of the relief.
angle = np.linspace(0, 2 * np.pi, 400, endpoint=False)
k1, r_test = q / np.sqrt(2), patch_nm * 1e-9
ring = np.mean(np.cos(k1 * r_test * np.cos(angle))
               * np.cos(k1 * r_test * np.sin(angle)))
assert abs(ring - float(mp.besselj(0, q * r_test))) < 1e-10
radial = float(mp.quadosc(lambda x: mp.besselj(0, x), [0, mp.inf], omega=1)) / q
volts_per_charge = sc.e * 1e4 * radial / (2 * permittivity * sc.epsilon_0)
assert abs(volts_per_charge * C - 1) < 1e-6

# Geometric-mean law: lower and upper discrete bounds for a checkerboard.
brackets = []
for tile in (16, 32, 64):
    cell = np.arange(2 * tile) // tile
    s = np.where((cell[:, None] + cell[None, :]) % 2 == 0, 5.0, 1.0)
    lower = network_conductivity(*series_links(s))
    upper = network_conductivity((s + np.roll(s, 1, 1)) / 2,
                                 (s + np.roll(s, 1, 0)) / 2)
    assert lower < np.sqrt(5.0) < upper
    brackets.append((lower, upper))
widths = [b - a for a, b in brackets]
assert widths[1] < widths[0] / 1.5 and widths[2] < widths[1] / 1.5
assert widths[2] < 0.08 * np.sqrt(5.0)

# Heating evens out the patches, so constant mobility gives no crossing.
for n_test in np.array([0.1, 0.5, 0.9, 1.2, 2.0, 4.0]) * n_p:
    values = [evenness(n_test, T) for T in (60, 100, 150, 200, 300)]
    assert np.all(np.diff(values) > 0)

# Dilute limit, zero-temperature limit and activation energy.
for T in (100, 300):
    assert abs(evenness(1e-5 * n_p, T) * np.cosh(u / (k_eV * T)) - 1) < 1e-3
assert abs(evenness(1.5 * n_p, 3) - np.sqrt(1 - 1 / 1.5**2)) < 1e-3
n_half, Ta, Tb = 0.5 * n_p, 2.95, 3.05
beta_a, beta_b = 1 / (k_eV * Ta), 1 / (k_eV * Tb)
log_change = np.log(n_half * evenness(n_half, Tb) / (n_half * evenness(n_half, Ta)))
E_numeric = -log_change / (beta_b - beta_a) - k_eV * 3.0 / 2
E_formula = u * (1 - n_half / n_p)
assert abs(E_numeric / E_formula - 1) < 1e-3

# Classical one-parameter scaling close to the threshold.
for w in (-2.0, 0.0, 3.0):
    y_law = brentq(lambda y: y * (1 + 2 * D / C) + np.log(np.expm1(y)) - w,
                   1e-8, 50, xtol=1e-14)
    for T in (3, 6):
        n_test = n_p * (1 + w * k_eV * T / (2 * u))
        y_full = patch_densities(n_test, T)[1] / (D * k_eV * T)
        assert abs(y_full / y_law - 1) < 1e-3

# Crossings, their uniqueness and their shift with the temperature pair.
n_c = crossing(100, 300)
n_c12, n_c23, n_cold = crossing(100, 200), crossing(200, 300), crossing(10, 20)
grid = np.linspace(0.1, 5, 150) * n_p
signs = np.sign([conductivity(n, 300) - conductivity(n, 100) for n in grid])
assert np.count_nonzero(np.diff(signs)) == 1 and signs[0] > 0
existence = (mobility(300) * np.cosh(u / (k_eV * 100))
             / (mobility(100) * np.cosh(u / (k_eV * 300))))
assert existence > 1
assert n_c23 < n_c12 and n_c < n_p < n_cold
n_between = (n_c + n_p) / 2
assert conductivity(n_between, 300) < conductivity(n_between, 100)
assert conductivity(n_between, 2) < 0.01 * conductivity(n_between, 100)

# Apparent exponent and collapse in the window 100 to 300 K.
temps = np.array([100, 150, 200, 250, 300])
at_c = np.array([conductivity(n_c, T) for T in temps])
spread = np.ptp(at_c) / at_c.mean()
assert spread < 0.15
h = 1e-3
slopes = [np.log(conductivity(n_c * (1 + h), T) / conductivity(n_c * (1 - h), T))
          / (2 * h) for T in temps]
exponent = -np.polyfit(np.log(temps), np.log(slopes), 1)[0]


def curves(p):
    return np.array([[np.log(conductivity(n_c * (1 + x * (T / 100)**p), T) / s0)
                      for x in np.linspace(-0.1, 0.1, 21)]
                     for T, s0 in zip(temps, at_c)])


scaled, raw = curves(exponent), curves(0.0)
mismatch, raw_mismatch = np.ptp(scaled, axis=0).max(), np.ptp(raw, axis=0).max()
span = np.ptp(scaled)
assert mismatch < 0.2 * span and mismatch < 0.5 * raw_mismatch

# Gaussian random relief on a network of patches, solved by Kirchhoff's laws.
relief_rms = 0.05
relief = np.random.default_rng(7).normal(0, relief_rms, (50, 50))
n_table = np.logspace(-20, 14.5, 12000)


def random_evenness(n, T):
    level = zeta(n_table, T) + n_table / C
    start = zeta(n, T) + n / C

    def local(M):
        return np.exp(np.interp(M - relief, level, np.log(n_table)))
    M = brentq(lambda m: local(m).mean() / n - 1,
               start + relief.min(), start + relief.max(), xtol=1e-13)
    return network_conductivity(*series_links(local(M) / n))


for n_test in (5e11, 1.5e12, 6e12):
    assert random_evenness(n_test, 300) > random_evenness(n_test, 100)
n_random = np.exp(brentq(
    lambda x: np.log(mobility(300) * random_evenness(np.exp(x), 300)
                     / (mobility(100) * random_evenness(np.exp(x), 100))),
    np.log(3e11), np.log(6e12), xtol=1e-3))

# Sizes of neglected effects.
n_screened = crossing(100, 300, 0.5)
a100, b100 = patch_densities(n_c, 100)
a300, b300 = patch_densities(n_c, 300)
tau = {T: mass * mobility(T) * 1e-4 / sc.e for T in (10, 100, 300)}
coherence = {T: sc.k * T * tau[T] / sc.hbar for T in tau}
free_path = np.sqrt(2 * sc.k * 100 / mass) * tau[100] * 1e9
barrier = -zeta(b100, 100)
decay = np.sqrt(2 * mass * barrier * sc.e) / sc.hbar * 1e-9
gap_nm = barrier / (k_eV * 100) / (2 * decay)
level_shift = (zeta(a300, 300) + zeta(b300, 300)
               - zeta(a100, 100) - zeta(b100, 100)) / 2
gate_C = permittivity * sc.epsilon_0 / (gate_nm * 1e-9) / sc.e * 1e-4
gate_field = sc.e * n_c * 1e4 / (permittivity * sc.epsilon_0) * 1e-8
random_charge = n_p**2 * (patch_nm * 1e-7)**2
split_eV, valley_eV = 0.003, 0.1
G0 = sc.e**2 / sc.h

print(f"Mass {mass_ratio} m_e, degeneracy {degeneracy}, permittivity {permittivity}")
print(f"Patch side {patch_nm} nm, bare half-relief {u} eV, gate distance {gate_nm} nm")
print(f"Impurity mobility {mu_imp}, phonon mobility at 300 K {mu_ph300} cm2/Vs")
print(f"Density of states D = {D:.3e} 1/(eV cm2)")
print(f"Relief charge response C = {C:.3e} 1/(eV cm2), D/C = {D/C:.2f}")
print(f"Classical threshold n_p = {n_p:.3e} cm^-2")
print(f"Checkerboard 5:1, bounds {brackets[2][0]:.4f} to {brackets[2][1]:.4f}, "
      f"geometric mean {np.sqrt(5):.4f}")
print(f"Activation energy at n_p/2: numeric {E_numeric*1e3:.3f}, "
      f"formula {E_formula*1e3:.3f} meV")
print(f"Existence ratio for a 100/300 K crossing = {existence:.1f} (must exceed 1)")
for T in (100, 200, 300):
    print(f"T = {T} K: mobility {mobility(T):.1f} cm2/Vs, R at n_c {evenness(n_c, T):.4f}")
print(f"Crossing 100/300 K, n_c = {n_c:.3e} cm^-2 = {n_c/n_p:.3f} n_p")
print(f"Crossing 100/200 K = {n_c12:.3e} cm^-2; 200/300 K = {n_c23:.3e} cm^-2")
print(f"Crossing 10/20 K (classical model only) = {n_cold:.3e} cm^-2 "
      f"= {n_cold/n_p:.3f} n_p")
for label, n in (("0.5 n_p", 0.5*n_p), ("n_c", n_c), ("2 n_p", 2*n_p)):
    vals = ", ".join(f"{conductivity(n, T)*1e6:.3f}" for T in (100, 200, 300))
    print(f"Conductivity at {label}, 100/200/300 K: {vals} uS")
print(f"Conductivity at n_c, 100 K = {at_c[0]/G0:.3f} e2/h")
print(f"Spread of conductivity at n_c over 100-300 K = {100*spread:.1f} %")
print(f"Between n_c and n_p, n = {n_between:.3e} cm^-2: 2/100/300 K = "
      f"{conductivity(n_between,2)*1e6:.2e}, {conductivity(n_between,100)*1e6:.3f}, "
      f"{conductivity(n_between,300)*1e6:.3f} uS")
print(f"Apparent slope exponent = {exponent:.3f}, inverse = {1/exponent:.3f}")
print(f"Collapse mismatch in ln(sigma): scaled {mismatch:.3f}, "
      f"unscaled {raw_mismatch:.3f}, scaled span {span:.3f}")
print(f"Random relief, rms {relief_rms} eV: 100/300 K crossing = {n_random:.3e} cm^-2")
print(f"Impurity mobility as root of local density: crossing = {n_screened:.3e} cm^-2")
print(f"Independent charge density giving this relief = {random_charge:.2e} cm^-2")
print(f"Thermal mean free path at 100 K = {free_path:.2f} nm")
print("kT tau/hbar at 10/100/300 K = "
      + ", ".join(f"{coherence[T]:.3f}" for T in (10, 100, 300)))
print(f"Patch A filling n_A/(D kT) at n_c, 100 K = {a100/(D*k_eV*100):.3f}")
print(f"Barrier in patch B at n_c, 100 K = {barrier*1e3:.1f} meV")
print(f"Gap width where tunnelling equals activation = {gap_nm:.2f} nm")
print(f"Fermi level shift 100 to 300 K at n_c = {level_shift*1e3:.1f} meV")
print(f"Density drift at fixed gate voltage, about {-gate_C*level_shift:.2e} cm^-2")
print(f"Gate correction to C (two gates) = {1/np.tanh(q*gate_nm*1e-9)-1:.1e}")
print(f"Gate field at n_c (one gate) = {gate_field:.3f} MV/cm")
print(f"Rough spin splitting {split_eV*1e3:.0f} meV / kT at 100 K = "
      f"{split_eV/(k_eV*100):.3f}")
print(f"Boltzmann factor of valleys {valley_eV} eV higher (rough), 300 K = "
      f"{np.exp(-valley_eV/(k_eV*300)):.3f}")
print("every check passed")
```

It prints:

```
Mass 0.5 m_e, degeneracy 4, permittivity 12.0
Patch side 30.0 nm, bare half-relief 0.08 eV, gate distance 100.0 nm
Impurity mobility 450.0, phonon mobility at 300 K 300.0 cm2/Vs
Density of states D = 4.177e+14 1/(eV cm2)
Relief charge response C = 1.964e+13 1/(eV cm2), D/C = 21.27
Classical threshold n_p = 1.501e+12 cm^-2
Checkerboard 5:1, bounds 2.2256 to 2.2466, geometric mean 2.2361
Activation energy at n_p/2: numeric 40.000, formula 40.000 meV
Existence ratio for a 100/300 K crossing = 291.8 (must exceed 1)
T = 100 K: mobility 300.0 cm2/Vs, R at n_c 0.3926
T = 200 K: mobility 225.0 cm2/Vs, R at n_c 0.5611
T = 300 K: mobility 180.0 cm2/Vs, R at n_c 0.6544
Crossing 100/300 K, n_c = 1.382e+12 cm^-2 = 0.921 n_p
Crossing 100/200 K = 1.441e+12 cm^-2; 200/300 K = 1.233e+12 cm^-2
Crossing 10/20 K (classical model only) = 1.650e+12 cm^-2 = 1.100 n_p
Conductivity at 0.5 n_p, 100/200/300 K: 0.628, 4.827, 7.777 uS
Conductivity at n_c, 100/200/300 K: 26.079, 27.954, 26.079 uS
Conductivity at 2 n_p, 100/200/300 K: 126.482, 96.276, 77.980 uS
Conductivity at n_c, 100 K = 0.673 e2/h
Spread of conductivity at n_c over 100-300 K = 7.2 %
Between n_c and n_p, n = 1.441e+12 cm^-2: 2/100/300 K = 3.37e-07, 30.654, 28.021 uS
Apparent slope exponent = 0.787, inverse = 1.270
Collapse mismatch in ln(sigma): scaled 0.038, unscaled 0.323, scaled span 0.856
Random relief, rms 0.05 eV: 100/300 K crossing = 6.939e+11 cm^-2
Impurity mobility as root of local density: crossing = 1.522e+12 cm^-2
Independent charge density giving this relief = 2.03e+13 cm^-2
Thermal mean free path at 100 K = 6.64 nm
kT tau/hbar at 10/100/300 K = 0.160, 1.117, 2.010
Patch A filling n_A/(D kT) at n_c, 100 K = 0.737
Barrier in patch B at n_c, 100 K = 29.8 meV
Gap width where tunnelling equals activation = 2.77 nm
Fermi level shift 100 to 300 K at n_c = -47.9 meV
Density drift at fixed gate voltage, about 3.18e+10 cm^-2
Gate correction to C (two gates) = 2.7e-13
Gate field at n_c (one gate) = 0.208 MV/cm
Rough spin splitting 3 meV / kT at 100 K = 0.348
Boltzmann factor of valleys 0.1 eV higher (rough), 300 K = 0.021
every check passed
```
